# Net Auger rate from detailed balance with impact ionisation

## 1. The situation and the result

Forward bias fills the intrinsic region of a p–i–n diode with electrons and holes. At high density, some of them disappear by Auger recombination: an electron drops into a hole, and the energy released lifts a third carrier high into its band. Counting the participants suggests a rate \(C_n n^2p + C_p np^2\) for electron density \(n\) and hole density \(p\). That expression cannot be the whole rate, because it is positive in thermal equilibrium, where the densities must not change. The missing part is the inverse event, impact ionisation, in which an energetic carrier gives up its energy to create an electron–hole pair.

For nondegenerate bands, each thermalised at the lattice temperature \(T\), the net rate per volume is

\[
R=(C_n n+C_p p)\,(np-n_i^2). \tag{1}
\]

Here \(n_i\) is the intrinsic density. \(R>0\) means recombination, so this mechanism contributes \(-R\) to both \(dn/dt\) and \(dp/dt\). The coefficient \(C_n\) belongs to the eeh process, in which two electrons and a hole leave one energetic electron. \(C_p\) belongs to the hhe process, in which two holes and an electron leave one energetic hole. Either event removes one electron and one hole.

## 2. Forward and reverse rates of the eeh process

Let 1, 2 and 4 label conduction states and 3 a valence state, spin included. Before the Auger event, 1 and 2 are occupied, 3 is empty and 4 is empty. Afterwards 3 and 4 are occupied, and 1 and 2 are empty. All \(E_j\) are electron energies, so without phonons

\[
E_1+E_2=E_3+E_4 . \tag{2}
\]

Write \(f_j\) for the electron occupation of a conduction state and \(h_3\) for the hole occupation of the valence state, so that \(1-h_3\) is its electron occupation. In a crystal of volume \(V\), the two gross rates are

\[
A_e=\frac1V\sum W\,f_1f_2h_3(1-f_4), \tag{3}
\]
\[
I_e=\frac1V\sum W\,(1-f_1)(1-f_2)(1-h_3)f_4 . \tag{4}
\]

Each sum counts the pair \(\{1,2\}\) once. The factors state which levels must be full and which empty. The same \(W\) appears in both lines because the golden rule gives

\[
W=\frac{2\pi}{\hbar}|M|^2\,\delta(E_1+E_2-E_3-E_4),
\]

and a Hermitian interaction has the same \(|M|^2\) in both directions.

## 3. The balance between the two rates

Carriers usually scatter within a band much faster than they recombine. Each band then has its own quasi-Fermi level, \(F_n\) for electrons and \(F_p\) for holes, at the common temperature \(T\):

\[
f_j=\frac1{e^{(E_j-F_n)/kT}+1},\qquad
1-h_3=\frac1{e^{(E_3-F_p)/kT}+1}.
\]

This is assumed to hold up to the energetic state 4 as well. From these distributions,

\[
\frac{1-f_j}{f_j}=e^{(E_j-F_n)/kT},\qquad
\frac{1-h_3}{h_3}=e^{(F_p-E_3)/kT}.
\]

Divide one term of (4) by the corresponding term of (3). State 4 enters inverted, as \(f_4/(1-f_4)=e^{(F_n-E_4)/kT}\), so

\[
\frac{\text{reverse}}{\text{forward}}
=\exp\frac{(E_1-F_n)+(E_2-F_n)+(F_p-E_3)+(F_n-E_4)}{kT}.
\]

The energies cancel by (2). The quasi-Fermi levels leave \(-2F_n+F_p+F_n=-(F_n-F_p)\). With the splitting \(\Delta=F_n-F_p\), every term has the same ratio \(e^{-\Delta/kT}\), and therefore so do the sums:

\[
I_e=A_e\,e^{-\Delta/kT},\qquad
A_e-I_e=A_e\left(1-e^{-\Delta/kT}\right). \tag{5}
\]

No occupation has been taken as small, so (5) holds in degenerate bands too. It fixes the sign: net recombination for \(\Delta>0\), net generation for \(\Delta<0\).

### Phonon-assisted events

In an indirect semiconductor a phonon may supply part of the momentum. Suppose the Auger event emits a phonon of energy \(\hbar\omega\). Then \(E_1+E_2-E_3-E_4=\hbar\omega\), and the ratio of electronic factors becomes \(e^{(\hbar\omega-\Delta)/kT}\). Emission also carries a factor \(N+1\), while the inverse event absorbs the phonon and carries \(N\). For phonons at the lattice temperature, \(N=1/(e^{\hbar\omega/kT}-1)\), which gives

\[
\frac{N}{N+1}=e^{-\hbar\omega/kT}.
\]

The product is again \(e^{-\Delta/kT}\). If the Auger event absorbs the phonon instead, both exponents change sign and cancel in the same way. Equation (5) therefore survives, provided that the phonons are at \(T\).

## 4. The nondegenerate limit

Let \(E_c\) and \(E_v\) be the band edges and \(E_g=E_c-E_v\) the gap. When \(F_n\) lies several \(kT\) below \(E_c\), the occupation is \(f_j\approx e^{-(E_j-F_n)/kT}\). Define the effective densities of states

\[
N_c=\frac1V\sum_{\rm cond}e^{-(E-E_c)/kT},\qquad
N_v=\frac1V\sum_{\rm val}e^{-(E_v-E)/kT}.
\]

Summing the occupations gives \(n=N_ce^{(F_n-E_c)/kT}\) and, for holes, \(p=N_ve^{(E_v-F_p)/kT}\). Eliminating the quasi-Fermi levels gives

\[
f_j=\frac{n}{N_c}e^{-(E_j-E_c)/kT},\qquad
h_3=\frac{p}{N_v}e^{-(E_v-E_3)/kT}. \tag{6}
\]

The product of the densities is

\[
np=N_cN_v\,e^{-E_g/kT}e^{\Delta/kT}=n_i^2e^{\Delta/kT}, \tag{7}
\]

since \(\Delta=0\) defines equilibrium, where \(np=n_i^2\).

Insert (6) into (3) and set \(1-f_4\approx1\). Two electron factors and one hole factor give \(A_e=C_nn^2p\), with

\[
C_n=\frac{1}{N_c^2N_vV}\sum W\,
e^{-(E_1+E_2-2E_c+E_v-E_3)/kT}.
\]

Without phonons, (2) replaces \(E_1+E_2-E_3\) by \(E_4\), and \(-2E_c+E_v=-E_c-E_g\). Hence

\[
C_n=\frac{1}{N_c^2N_vV}\sum W\,e^{-(E_4-E_c-E_g)/kT}. \tag{8}
\]

This is independent of \(n\) and \(p\) if \(W\) is. Density-dependent screening would make \(C_n\) vary even in nondegenerate bands, although it would not disturb (5).

Now combine (5) and (7), using \(e^{-\Delta/kT}=n_i^2/(np)\):

\[
A_e-I_e=C_nn^2p\left(1-\frac{n_i^2}{np}\right)
=C_nn\,(np-n_i^2). \tag{9}
\]

The subtracted term is \(I_e=C_nn_i^2\,n\). It is linear in \(n\) because one energetic electron starts the event, and the hole density does not enter. Detailed balance has fixed the thermal ionisation rate per electron at \(C_nn_i^2\), with no new coefficient.

For hhe, exchange the roles of the bands. Two valence states lose their holes, one conduction state loses its electron, and a deep valence state gains a hole. The reverse-to-forward ratio contains \(+2F_p\) from the two holes, \(-F_n\) from the electron and \(-F_p\) from the energetic hole. The total is again \(-\Delta\). The forward rate is \(C_pnp^2\), so the net rate is \(C_pp(np-n_i^2)\). Adding it to (9) gives (1).

### What sets the size of the coefficients

Equation (8) shows that phononless coefficients are thermally activated if the energetic carrier must start well above \(E_g\). For isotropic parabolic bands with masses \(m_e\) and \(m_h\), momentum conservation reads \(\mathbf k_4=\mathbf k_1+\mathbf k_2+\mathbf k_h\), where \(\mathbf k_h\) is the hole wavevector. The Cauchy–Schwarz inequality gives

\[
k_4^2\le(2m_e+m_h)\left(\frac{k_1^2}{m_e}+\frac{k_2^2}{m_e}+\frac{k_h^2}{m_h}\right).
\]

Let \(\varepsilon_4=\hbar^2k_4^2/2m_e\), and let \(K\) be the kinetic energy of the three initial carriers. The inequality becomes \(K\ge\varepsilon_4m_e/(2m_e+m_h)\). Since \(\varepsilon_4=E_g+K\),

\[
\varepsilon_4\ge E_g\,\frac{2m_e+m_h}{m_e+m_h}. \tag{10}
\]

The hhe threshold follows by exchanging the masses. Both thresholds assume a direct gap, no phonons and a single parabolic band for each carrier up to an energy above \(E_g\). Nonparabolicity, indirect valleys, phonon assistance and hole transitions into light-hole or split-off bands change them in real materials.

## 5. A check by explicit state sums

Equation (1) can be compared with (3) and (4) in a system small enough for every event to be listed. The system is a spinless two-dimensional model crystal with integer wavevectors and integer energies, so that energy and momentum are conserved without broadening. Its gap is \(20\,kT\), and \(m_h=2m_e\). It has 16,488 eeh and 5,060 hhe processes.

The two coefficients were taken from the ionisation rates at a single equilibrium point. They then had to predict the net rate elsewhere. With \(\eta_n=(F_n-E_c)/kT\) and \(\eta_p=(E_v-F_p)/kT\), the ratio of the direct sum to (1) is:

| \(\eta_n\) | \(\eta_p\) | \(\Delta/kT\) | direct / formula |
|---:|---:|---:|---:|
| −7 | −7 | 6 | 1.0010 |
| −7 | −12 | 1 | 1.0009 |
| −12 | −7 | 1 | 1.0006 |
| −16 | −7 | −3 | 1.0003 |
| −13 | −13 | −6 | 1.0000 |

The largest discrepancy, 0.1% of the formula's value, is comparable with the band-edge occupation \(e^{-7}\approx0.0009\), as expected of a nondegenerate approximation. Each channel was also tested separately, and its net, Auger and ionisation rates agreed with their formulas within 0.5%.

In this model \(C_p/C_n\approx5\times10^{-4}\). For continuous wavevectors, (10) puts the thresholds at \(\tfrac43E_g=26.7\,kT\) for eeh and \(\tfrac53E_g=33.3\,kT\) for hhe. On the integer lattice the lowest energetic states that take part lie somewhat higher, at \(29.0\,kT\) and \(36.5\,kT\). Through the exponential in (8), their difference of \(7.5\,kT\) gives a factor of \(e^{-7.5}\approx6\times10^{-4}\). The matrix elements, the number of events and the densities of states also enter, but here their effects nearly cancel. The ratio is a property of the model, not an estimate for a real material.

A phonon-assisted eeh case with \(\hbar\omega=kT\) and \(\Delta=kT\) gave an ionisation-to-Auger ratio of 0.368, which is \(e^{-1}\). Without the factors \(N\) and \(N+1\) the ratio was 1.000, a false balance at nonzero splitting.

## 6. Limits and a worked example

Take \(T=300\) K, \(n_i=10^{10}\ \mathrm{cm^{-3}}\), \(C_n=3\times10^{-31}\ \mathrm{cm^6/s}\) and \(C_p=1\times10^{-31}\ \mathrm{cm^6/s}\). These are round model parameters, similar in size to those of heavily doped silicon, but the results below are not silicon lifetimes. Equations (3) and (4) treat the carriers as uncorrelated. In real silicon, electron–hole Coulomb attraction enhances the Auger rate in nondegenerate bands and makes the coefficients depend on density. Empirical fits give a high-injection coefficient several times the \(C_n+C_p\) used here, and an effective \(C_n\) well above this value at doping below about \(10^{18}\ \mathrm{cm^{-3}}\). With both density-of-states masses equal to the free-electron mass, \(N_c=N_v=2.51\times10^{19}\ \mathrm{cm^{-3}}\). The gap consistent with the chosen \(n_i\) is \(2kT\ln(N_c/n_i)=1.12\) eV.

**High injection.** For \(n=p\gg n_i\), equation (1) becomes \(R\approx(C_n+C_p)n^3\). At \(n=p=10^{18}\ \mathrm{cm^{-3}}\),

\[
R=(3+1)\times10^{-31}\times10^{54}
=4\times10^{23}\ \mathrm{cm^{-3}\,s^{-1}},
\]

of which eeh supplies three quarters. The instantaneous lifetime is \(n/R=2.5\ \mathrm{\mu s}\). The decay is not exponential, because the lifetime grows as the density falls. Integrating \(dn/dt=-(C_n+C_p)n^3\) from \(n_0\) gives

\[
\frac1{n^2}-\frac1{n_0^2}=2(C_n+C_p)t .
\]

At \(n=n_0/2\) the left side is \(3/n_0^2\), so

\[
t_{1/2}=\frac{3}{2(C_n+C_p)n_0^2}=3.75\ \mathrm{\mu s}.
\]

Numerical integration of the full rate (1) confirmed this time. Ionisation is negligible here, since \(n_i^2/(np)=10^{-16}\).

**Low injection in n-type material.** Let the doping be \(N_D\), the equilibrium hole density \(p_0=n_i^2/N_D\) and the excess of both carriers \(\delta\). Then

\[
np-n_i^2=(N_D+\delta)(p_0+\delta)-N_Dp_0
=(N_D+p_0+\delta)\,\delta .
\]

For \(p_0,\delta\ll N_D\) this is \(N_D\delta\), and the prefactor in (1) is \(C_nN_D\). Thus

\[
R\approx C_nN_D^2\,\delta=\frac{\delta}{\tau},\qquad
\tau=\frac1{C_nN_D^2}. \tag{11}
\]

For \(N_D=10^{18}\ \mathrm{cm^{-3}}\), \(\tau=1/(3\times10^{5}\ \mathrm{s^{-1}})=3.33\ \mathrm{\mu s}\). In p-type material \(C_p\) replaces \(C_n\).

The full equation, started from \(\delta=10^{15}\ \mathrm{cm^{-3}}\), leaves a fraction 0.3673 after one \(\tau\), slightly below \(e^{-1}=0.3679\). The next order explains the difference. Expanding (1) multiplies the decay rate by \(1+(2+C_p/C_n)\delta/N_D\), where the bracket is 2.33. Over one lifetime the average of \(\delta\) is \((1-e^{-1})=0.632\) of its initial value. The remaining fraction is therefore lowered by \(2.33\times10^{-3}\times0.632\approx0.15\%\), as found.

**Depletion.** When \(np\ll n_i^2\), the rate is \(R\approx-(C_nn+C_pp)n_i^2\), a net generation. For \(n=p=10^6\ \mathrm{cm^{-3}}\),

\[
-R=4\times10^{-31}\times10^6\times10^{20}
=4\times10^{-5}\ \mathrm{cm^{-3}\,s^{-1}}.
\]

This is one pair per cubic centimetre in about seven hours. Per electron, the thermal ionisation rate is \(C_nn_i^2=3\times10^{-11}\ \mathrm{s^{-1}}\), a mean wait of \(3.3\times10^{10}\) s, or roughly 1,100 years. In this example the term matters because it makes the equilibrium correct, not because it is large. In a narrow-gap semiconductor \(n_i\) is much larger, and the same generation can be significant.

## 7. Where the formula fails

**Degenerate bands.** The first correction to (7) shows when degeneracy begins to matter. With \(z=e^{\eta_n}\) and \(x=(E-E_c)/kT\), the occupation expands as \(ze^{-x}-z^2e^{-2x}\). In a three-dimensional parabolic band the density of states varies as \(\sqrt{x}\), and \(\int\sqrt x\,e^{-2x}dx=2^{-3/2}\int\sqrt x\,e^{-x}dx\). Therefore

\[
\frac{n}{N_c}\approx z\left(1-\frac{z}{2^{3/2}}\right).
\]

For equal bands with \(n=p\), both densities carry this factor, so

\[
\frac{np}{n_i^2e^{\Delta/kT}}\approx1-\frac{z}{\sqrt2}
\approx1-\frac{n}{\sqrt2\,N_c}.
\]

In the injected region \(n/N_c=0.040\), which predicts 0.972. The full Fermi–Dirac integral also gives 0.972. The quasi-Fermi splitting changes from 0.9524 eV to 0.9532 eV, so for fixed band edges (7) is still good to about 3% at \(10^{18}\ \mathrm{cm^{-3}}\). In a real semiconductor, interactions among the carriers can also narrow the gap at this density. A narrowing of 30 meV would multiply \(n_i^2\) by \(e^{30/25.85}\approx3.2\), a much larger effect, and \(n_i\) in (1) and (7) would have to include it. The 3% figure also does not bound the change in \(C_n\) and \(C_p\).

Stronger degeneracy has two effects, both visible in the model crystal. First, \(A_e/(n^2p)\) is no longer constant: at \(\eta_n=0\), 2 and 4 it is 1.6, 4.5 and 12 times its nondegenerate value. Degeneracy reduces each occupation below its Boltzmann value by the factor \(1/(1+e^{(F_n-E)/kT})\), which is closer to 1 at higher energy. The holes here are nondegenerate and \(1-f_4\le1\), so a ratio above 1 means that \(f_1f_2\), averaged over the events, is reduced less than \(n^2\). This happens when the events favour electrons above the band edge. The trend should not be transferred to a real material, where screening also changes.

Second, \(np\) differs from \(n_i^2\) even in equilibrium. At \(\eta_n=2\) and \(\Delta=0\) the model has \(np=0.288\,n_i^2\). Equation (1) would then report an eeh rate of \(C_nn^2p\,(1-1/0.288)\approx-2.5\,C_nn^2p\), a spurious generation, whereas the direct sums balance.

**Hot carriers.** Impact ionisation samples the far tail of the distribution. If a field heats the electrons, the lattice temperature no longer determines that tail. In the model crystal, the electron temperature was raised to \(1.25\,T\) with both densities held at their equilibrium values. Equation (1) then gives zero, but the direct eeh ionisation rate was 121 times the Auger rate. The scale follows from the lowest energetic state that takes part, at \(29\,kT\): its tail factor rises by \(e^{29(1-1/1.25)}=e^{5.8}\approx330\). The Auger rate rises too, because its two initial electrons are also hotter, and this lowers the ratio. Avalanche generation in a high-field junction therefore needs its own field-dependent ionisation rate and is not contained in \(C_nn_i^2\).

## 8. Implementation

Near equilibrium, \(np-n_i^2\) is a small difference of large numbers. If the solver stores the excesses \(\delta n=n-n_0\) and \(\delta p=p-p_0\), with \(n_0p_0=n_i^2\), the expansion

\[
np-n_i^2=n_0\,\delta p+p_0\,\delta n+\delta n\,\delta p
\]

removes the cancellation of the equilibrium product. For a Newton solver with constant coefficients, the product rule applied to (1) gives

\[
\frac{\partial R}{\partial n}=C_n(np-n_i^2)+(C_nn+C_pp)\,p,
\]
\[
\frac{\partial R}{\partial p}=C_p(np-n_i^2)+(C_nn+C_pp)\,n .
\]

If the solver uses Fermi–Dirac statistics, (5) suggests the form

\[
R=(C_nn+C_pp)\,np\left(1-e^{-\Delta/kT}\right). \tag{12}
\]

It reduces to (1) in the nondegenerate limit through (7), and for positive coefficients it has the correct zero and sign at any degeneracy. Its magnitude is only as good as the coefficients, which must then be allowed to depend on density. In either form, \(n_i\), the gap and the effective densities of states must satisfy (7) together; otherwise the rate does not vanish at \(\Delta=0\) in (1), or (12) does not reduce to (1).

The numerical output below lists most of the computed values quoted here.

## Calculated quantities

```
model gap / kT = 20.0
allowed eeh, hhe processes = 16488, 5060
model ni^2 = 4.0692e-08 (carriers per crystal)^2
model Cn, Cp = 3.2981e-08, 1.7937e-11 model units
eta_n eta_p split | net rate (model units) | direct/formula
  -7   -7   6.0 | 1.5487e-15 | 1.00099
  -7  -12   1.0 | 6.6059e-18 | 1.00087
 -12   -7   1.0 | 5.1703e-20 | 1.00063
 -16   -7  -3.0 | -4.4243e-21 | 1.00032
 -13  -13  -6.0 | -9.5187e-21 | 0.99999
phonon case, split 1: ionisation/Auger = 0.36788
  same without phonon factors = 1.00000
degenerate eta_n = 0: Cn(eff)/Cn = 1.6479
degenerate eta_n = 2: Cn(eff)/Cn = 4.5240
degenerate eta_n = 4: Cn(eff)/Cn = 11.8076
degenerate equilibrium, eta_n = 2: np/ni^2 = 0.2876
electron temperature / lattice temperature = 1.25
  ionisation/Auger at np = ni^2: 120.9
T = 300 K, kT = 0.02585 eV, ni = 1.0e+10 cm^-3
Cn = 3.0e-31 cm^6/s, Cp = 1.0e-31 cm^6/s
effective density of states = 2.509e+19 cm^-3
gap implied by ni = 1.119 eV
injection: n = p = 1.0e+18 cm^-3
  eeh rate = 3.000e+23 cm^-3 s^-1
  hhe rate = 1.000e+23 cm^-3 s^-1
  net rate = 4.000e+23 cm^-3 s^-1
  lifetime n/R = 2.500 us
  Boltzmann quasi-Fermi splitting = 0.9524 eV
  Fermi-Dirac splitting = 0.9532 eV
  np/(ni^2 exp(splitting/kT)) = 0.9722
  time to half density = 3.750 us
n-type: doping = 1.0e+18, excess = 1.0e+15 cm^-3
  lifetime 1/(Cn N^2) = 3.333 us
  excess left after one lifetime = 0.36734
depletion: n = p = 1.0e+06 cm^-3
  net generation = 4.000e-05 cm^-3 s^-1
thermal ionisation per electron Cn ni^2 = 3.000e-11 s^-1
  mean time = 3.333e+10 s = 1057 years
```
